\section*{The macroscopic dielectric function from a response without the G = 0 Coulomb term, part 1}

(Sections cited here and not found follow in the second part.)

\section{The identity and its proof}

\subsection{Statement}

Consider a periodic crystal, a wavevector $\mathbf q\neq 0$ in the first Brillouin zone and a complex frequency $\omega$. Hartree atomic units are used. All matrices below carry reciprocal lattice vectors $\mathbf G,\mathbf G'$ as indices, taken from one finite set that contains $\mathbf G=0$. The Coulomb matrix $v$ is diagonal,
\begin{equation}
v_{\mathbf G}=\frac{4\pi}{|\mathbf q+\mathbf G|^2},\qquad v_0=\frac{4\pi}{q^2}. \label{coul}
\end{equation}
Let $P$ be the irreducible polarizability, $\chi$ the full density response and $\varepsilon$ the dielectric matrix:
\begin{equation}
\chi=P+Pv\chi,\qquad \varepsilon=1-vP,\qquad \varepsilon^{-1}=1+v\chi. \label{defs}
\end{equation}
Let $\bar v$ be the matrix $v$ with its element $v_0$ replaced by zero and all other elements kept. The modified response $\bar P$ is defined by
\begin{equation}
\bar P=P+P\bar v\bar P. \label{pbar}
\end{equation}
The element with $\mathbf G=\mathbf G'=0$ is called the head of a matrix. The index $b$ (body) stands for all $\mathbf G\neq0$.

\paragraph{Theorem 1.} If $\varepsilon$ and its body block $D=1-v_bP_{bb}$ are invertible, then $(\varepsilon^{-1})_{00}\neq0$ and
\begin{equation}
\boxed{\;\varepsilon_M\equiv\frac{1}{(\varepsilon^{-1})_{00}}=1-v_0\bar P_{00}.\;} \label{main}
\end{equation}

The matrix $P$ need not be Hermitian, the crystal needs no symmetry beyond its periodicity, and $q$ need not be small. Nor does it matter how $P$ was obtained. It may describe independent particles or contain the attraction between electron and hole, provided that the same $P$ stands in \eqref{defs} and in \eqref{pbar}.

\subsection{Origin of the definitions}

Let an external potential energy with components $V^{\rm ext}_{\mathbf G}$, multiplying $e^{i(\mathbf q+\mathbf G)\cdot\mathbf r-i\omega t}$, act on the electrons. It induces a change $n_{\mathbf G}$ of the electron number density. The induced density produces the Hartree potential $v_{\mathbf G}n_{\mathbf G}$, so the total potential is
\begin{equation}
V^{\rm tot}=V^{\rm ext}+vn. \label{vtot}
\end{equation}
The polarizability $P$ gives the density in terms of the total potential, $n=PV^{\rm tot}$, and $\chi$ gives it in terms of the external one, $n=\chi V^{\rm ext}$. Inserting \eqref{vtot} into $n=PV^{\rm tot}$ gives $\chi V^{\rm ext}=PV^{\rm ext}+Pv\chi V^{\rm ext}$ for every $V^{\rm ext}$, which is the first equation in \eqref{defs}. Equation \eqref{vtot} also reads $V^{\rm tot}=(1+v\chi)V^{\rm ext}$. That $1+v\chi$ is the inverse of $1-vP$ follows by multiplication:
\begin{align}
(1-vP)(1+v\chi)&=1+v\chi-vP-vPv\chi \notag\\
&=1+v(\chi-P-Pv\chi)=1. \label{inversecheck}
\end{align}
For finite square matrices a right inverse is also a left inverse.

If the external potential has a macroscopic component alone, the macroscopic total potential is $V^{\rm tot}_0=(\varepsilon^{-1})_{00}V^{\rm ext}_0$. The ratio of external to total macroscopic potential is therefore $1/(\varepsilon^{-1})_{00}$. This is the reason for calling $\varepsilon_M$ the macroscopic dielectric function. It differs in general from the head $\varepsilon_{00}=1-v_0P_{00}$, because a smooth external potential in a crystal also induces densities that vary within the unit cell. The fields of these densities are the local fields.

\subsection{Elimination of the body}

\paragraph{Lemma 1.} Under the assumptions of Theorem 1,
\begin{equation}
\frac{1}{(\varepsilon^{-1})_{00}}=s,\qquad
s=1-v_0P_{00}-v_0P_{0b}D^{-1}v_bP_{b0}. \label{schur}
\end{equation}

\emph{Proof.} Since $v$ is diagonal, row $\mathbf G$ of $vP$ is row $\mathbf G$ of $P$ times $v_{\mathbf G}$. Thus
\begin{equation}
\varepsilon=\begin{pmatrix}1-v_0P_{00}&-v_0P_{0b}\\-v_bP_{b0}&D\end{pmatrix}. \label{blocks}
\end{equation}
The first column $x$ of $\varepsilon^{-1}$ solves $\varepsilon x=e_0$, where $e_0$ has the head component one and all others zero. Its head component is $x_0=(\varepsilon^{-1})_{00}$. The two block rows are
\begin{align}
(1-v_0P_{00})x_0-v_0P_{0b}x_b&=1, \label{row1}\\
-v_bP_{b0}x_0+Dx_b&=0. \label{row2}
\end{align}
As $D$ is invertible, \eqref{row2} gives $x_b=D^{-1}v_bP_{b0}x_0$. Insertion into \eqref{row1} gives
\begin{equation}
\left[1-v_0P_{00}-v_0P_{0b}D^{-1}v_bP_{b0}\right]x_0=s\,x_0=1.
\end{equation}
A product equal to one has no vanishing factor, so $x_0\neq0$ and $1/x_0=s$. $\square$

The third term of $s$ comes from two off-diagonal blocks, each with a minus sign, and one further minus sign from the elimination. It describes a macroscopic potential that induces a density in the body, the Coulomb potential of that density screened within the body, and the action of this potential back on the macroscopic density.

\subsection{The modified response in blocks}

\paragraph{Lemma 2.} If $D$ is invertible, so is $E=1-P_{bb}v_b$, and
\begin{equation}
v_bE^{-1}=D^{-1}v_b. \label{push}
\end{equation}

\emph{Proof.} The inverse of $E$ is $1+P_{bb}D^{-1}v_b$, since
\begin{align}
E\,(1+P_{bb}D^{-1}v_b)
&=1-P_{bb}v_b+P_{bb}D^{-1}v_b-P_{bb}v_bP_{bb}D^{-1}v_b \notag\\
&=1-P_{bb}v_b+P_{bb}(1-v_bP_{bb})D^{-1}v_b \notag\\
&=1-P_{bb}v_b+P_{bb}v_b=1.
\end{align}
Further, $v_bE=v_b-v_bP_{bb}v_b=Dv_b$. Multiplication by $D^{-1}$ from the left and by $E^{-1}$ from the right gives \eqref{push}. $\square$

\paragraph{Proof of Theorem 1.} In the product $P\bar v\bar P$ the intermediate vector $\mathbf G=0$ is absent, because $\bar v_0=0$. The first column of \eqref{pbar} is therefore
\begin{align}
\bar P_{b0}&=P_{b0}+P_{bb}v_b\bar P_{b0}, \label{pb0}\\
\bar P_{00}&=P_{00}+P_{0b}v_b\bar P_{b0}. \label{p00}
\end{align}
Equation \eqref{pb0} is closed in the body. It reads $E\bar P_{b0}=P_{b0}$, so $\bar P_{b0}=E^{-1}P_{b0}$. Equation \eqref{p00} and Lemma 2 give
\begin{equation}
\bar P_{00}=P_{00}+P_{0b}v_bE^{-1}P_{b0}=P_{00}+P_{0b}D^{-1}v_bP_{b0}. \label{pbarhead}
\end{equation}
Multiplying by $-v_0$ and adding one yields $s$ of \eqref{schur}, and Lemma 1 completes the proof. $\square$

\paragraph{The smallest case.} With two vectors, $0$ and $1$, every block is a number. The inverse of a $2\times2$ matrix gives
\begin{equation}
(\varepsilon^{-1})_{00}=\frac{1-v_1P_{11}}{(1-v_0P_{00})(1-v_1P_{11})-v_0v_1P_{01}P_{10}} .
\end{equation}
Its reciprocal is
\begin{equation}
\frac1{(\varepsilon^{-1})_{00}}=1-v_0\left[P_{00}+\frac{P_{01}v_1P_{10}}{1-v_1P_{11}}\right].
\end{equation}
The bracket is $\bar P_{00}$. The factor $v_0$ stands in front of it once and does not occur inside it.

\subsection{Physical meaning and the full response}

The same result can be read as a change of the potential to which the crystal responds. Take $V^{\rm ext}=V^{\rm ext}_0e_0$ and separate the macroscopic part of the Hartree potential. The macroscopic total potential is
\begin{equation}
V_M=V^{\rm ext}_0+v_0n_0. \label{vm}
\end{equation}
What remains of the Hartree potential is $\bar vn$, so $n=P(V_Me_0+\bar vn)$. By \eqref{pbar} the solution is $n=\bar Pe_0V_M$, and in particular $n_0=\bar P_{00}V_M$. Equation \eqref{vm} then gives $V^{\rm ext}_0=(1-v_0\bar P_{00})V_M$. Thus $\bar P_{00}$ is the density response to the macroscopic \emph{total} potential, with the local fields included. The term $v_0$ must be absent from it because the potential $v_0n_0$ is already counted in $V_M$.

\paragraph{Corollary 1.} The full response and the modified response are related by
\begin{equation}
\chi_{00}=\frac{\bar P_{00}}{1-v_0\bar P_{00}}. \label{chihead}
\end{equation}

\emph{Proof.} From \eqref{defs}, $(\varepsilon^{-1})_{00}=1+v_0\chi_{00}$. By \eqref{main},
\begin{equation}
v_0\chi_{00}=\frac{1}{1-v_0\bar P_{00}}-1=\frac{v_0\bar P_{00}}{1-v_0\bar P_{00}},
\end{equation}
and division by $v_0\neq0$ gives \eqref{chihead}. $\square$

Optical absorption is governed by $\operatorname{Im}\varepsilon_M$ in the limit $q\to0$, with $\mathbf q$ along a principal axis parallel to the field in an anisotropic crystal, and the energy loss of a fast charge by $-\operatorname{Im}(\varepsilon^{-1})_{00}$. Since $v_0$ is real,
\begin{align}
\operatorname{Im}\varepsilon_M&=-v_0\operatorname{Im}\bar P_{00}, \label{absorb}\\
-\operatorname{Im}(\varepsilon^{-1})_{00}&=-v_0\operatorname{Im}\chi_{00}
=\frac{\operatorname{Im}\varepsilon_M}{|\varepsilon_M|^2}. \label{lossfun}
\end{align}
The last step uses $-\operatorname{Im}(1/z)=\operatorname{Im}z/|z|^2$. The two spectra come from equations that differ in the single element $v_0$.

\subsection{Where the assumptions fail}

The matrix \eqref{blocks} factorizes as
\begin{equation}
\varepsilon=\begin{pmatrix}1&-v_0P_{0b}D^{-1}\\0&1\end{pmatrix}
\begin{pmatrix}s&0\\-v_bP_{b0}&D\end{pmatrix}. \label{factor}
\end{equation}
Indeed, the head of the product is $s+v_0P_{0b}D^{-1}v_bP_{b0}=1-v_0P_{00}$, and the other three blocks are read off directly. Both factors are block triangular, so
\begin{equation}
\det\varepsilon=s\det D,\qquad (\varepsilon^{-1})_{00}=\frac{\det D}{\det\varepsilon}. \label{dets}
\end{equation}
The second relation is Cramer's rule for the head of an inverse. It therefore also holds when $D$ is singular, as long as $\varepsilon$ is invertible. Three cases must be distinguished.

If $\det D=0$ but $\det\varepsilon\neq0$, then $(\varepsilon^{-1})_{00}=0$ and its reciprocal does not exist. Equation \eqref{pbar} then has no unique solution either, because $1-P\bar v$ is block triangular with diagonal blocks $1$ and $E$, and $\det E=\det D$. As a function of frequency, $\varepsilon_M$ has a pole at such a point. A macroscopic external potential at this frequency induces a density whose macroscopic potential $v_0n_0$ cancels it exactly, so the macroscopic total potential vanishes.

If $\det\varepsilon=0$ but $\det D\neq0$, then $s=0$. The right side of \eqref{main} is still defined and vanishes, while $\varepsilon^{-1}$ does not exist. The crystal can sustain a density oscillation without an external potential, which is the condition for a longitudinal mode such as a plasmon.

If both determinants vanish, neither side of \eqref{main} is defined at that frequency, yet $\varepsilon_M$ can have a finite limit there. This happens for a mode that does not couple to the macroscopic component. In the model of the second half it occurs, for example, at 0.594 hartree, where $\varepsilon_M$ tends to 1.059.

At real frequencies inside a continuous spectrum the matrices are understood as limits from $\omega+i\eta$ with $\eta>0$. The point $\mathbf q=0$ is excluded because $v_0$ is infinite there; the optical case is a limit, treated in the second half.

\subsection{What is lost without local fields}

Replacing $\bar P_{00}$ by $P_{00}$ means setting all of $\bar v$ to zero, and gives $1-v_0P_{00}$. The sign of the resulting error is fixed when $P$ is Hermitian and negative semidefinite. This holds for the static polarizability of independent particles, and for the static $P$ of the second half as long as the matrix $F^{-1}\Delta+K$ defined there is positive definite, since then $P(0)=-\Omega^{-1}R(F^{-1}\Delta+K)^{-1}R^\dagger$.

\paragraph{Corollary 2.} If $P$ is Hermitian and negative semidefinite, then $\varepsilon_M\le1-v_0P_{00}$.

\emph{Proof.} Write $D=v_b(v_b^{-1}-P_{bb})$. Then $D^{-1}v_b=(v_b^{-1}-P_{bb})^{-1}$, the inverse of a positive definite matrix, hence itself positive definite. With $P_{0b}=P_{b0}^\dagger$ the local-field term obeys
\begin{equation}
v_0P_{0b}D^{-1}v_bP_{b0}=v_0P_{b0}^\dagger(v_b^{-1}-P_{bb})^{-1}P_{b0}\ge0. \label{lfsign}
\end{equation}
It enters $s$ with a minus sign. $\square$

At finite frequency $P$ need not be negative semidefinite, and where it is not, this argument gives no inequality.

The theorem holds for each finite set of reciprocal vectors, provided that both sides use the same set. Enlarging the set changes the common value of the two sides, not their equality. The result also does not depend on whether one uses $\varepsilon$ or the symmetrized matrix $v^{-1/2}\varepsilon v^{1/2}=1-v^{1/2}Pv^{1/2}$. The inverse of the latter is $v^{-1/2}\varepsilon^{-1}v^{1/2}$, and in its head the factors $v_0^{-1/2}$ and $v_0^{1/2}$ cancel.

\section{Electron-hole pairs, absorption and loss}

\subsection{Symbols and results carried over}

The matrices in $\mathbf G,\mathbf G'$ are the Coulomb matrix $v$, with head $v_0=4\pi/q^2$; the same matrix $\bar v$ with $v_0$ set to zero; the irreducible polarizability $P$; the full response $\chi=P+Pv\chi$; and the modified response $\bar P=P+P\bar v\bar P$. The dielectric matrix is $\varepsilon=1-vP$. The first half showed that
\begin{equation}
\varepsilon_M=\frac1{(\varepsilon^{-1})_{00}}=1-v_0\bar P_{00},\qquad
(\varepsilon^{-1})_{00}=1+v_0\chi_{00}, \label{recall}
\end{equation}
and that $n=\bar PV$ solves $n=P(V+\bar vn)$. The induced density has components $n_{\mathbf G}$.

For any finite set of reciprocal vectors, the macroscopic dielectric function $1/(\varepsilon^{-1})_{00}$ has been shown to equal $1-v_0\bar P_{00}$ whenever $\varepsilon$ and its body block $D$ are invertible. What remains is to derive the electron-hole equation for $\bar P$ and $\chi$, to study its energies, strengths and optical limit, and to compare absorption and loss in a model insulator.
